# Choosing a contact-hole diameter between missing and merging defects: test program

```python
# Result under test: for missing contacts M(d) = A exp(-a d) and merging
# contacts G(d) = B exp(b d), the sum M + G is smallest where M/G = b/a.
# d: mean hole diameter (nm); a, b: logarithmic slopes (1/nm);
# A, B: extrapolated prefactors; rates are probabilities per contact.
import numpy as np
from scipy.optimize import minimize_scalar, brentq
from scipy.stats import norm

rng = np.random.default_rng(7)


def find_minimum(rate, low, high):
    """Direct numerical minimization of a positive rate over diameter."""
    result = minimize_scalar(lambda d: np.log(rate(d)), bounds=(low, high),
                             method="bounded", options={"xatol": 1e-9})
    return result.x


def optimum_formula(A, B, a, b):
    return np.log(a * A / (b * B)) / (a + b)


def entropy(w):
    return -w * np.log(w) - (1 - w) * np.log(1 - w)


def balance_cost(slope_ratio):
    """S at equal rates divided by minimum S, for slope_ratio = b/a."""
    return 2 * np.exp(-entropy(1 / (1 + slope_ratio)))


# Random parameter sets: formulas against direct minimization.
# Position tolerance reflects the flatness of a minimum in double precision.
for trial in range(100):
    a, b = rng.uniform(0.3, 4.0, 2)
    A = 10 ** rng.uniform(-9, -5) * np.exp(20 * a)
    B = 10 ** rng.uniform(-9, -5) * np.exp(-26 * b)

    def missing(d):
        return A * np.exp(-a * d)

    def merging(d):
        return B * np.exp(b * d)

    def total(d):
        return missing(d) + merging(d)

    d_num = find_minimum(total, -20, 70)
    assert abs(d_num - optimum_formula(A, B, a, b)) < 2e-5
    assert abs(missing(d_num) / merging(d_num) / (b / a) - 1) < 2e-4
    w = a / (a + b)
    s_formula = np.exp((1 - w) * np.log(A) + w * np.log(B) + entropy(w))
    assert abs(total(d_num) / s_formula - 1) < 1e-8
    assert np.all(total(np.linspace(-20, 70, 2001)) >= s_formula * (1 - 1e-10))
    d_equal = brentq(lambda d: np.log(missing(d) / merging(d)), -20, 70)
    assert abs(total(d_equal) / total(d_num) / balance_cost(b / a) - 1) < 1e-7
    assert abs(d_num - d_equal - np.log(a / b) / (a + b)) < 2e-5
    h = 1e-3
    curvature = (total(d_num + h) - 2 * total(d_num) + total(d_num - h)) / h**2
    assert abs(curvature / total(d_num) / (a * b) - 1) < 1e-3

# Worked example: rough typical values for EUV contact holes.
pitch = 40.0
a, b = 2.4, 1.2
d_miss, rate_miss = 20.0, 1e-7
d_merge, rate_merge = 26.0, 1e-8
A = rate_miss * np.exp(a * d_miss)
B = rate_merge * np.exp(-b * d_merge)


def missing(d):
    return A * np.exp(-a * d)


def merging(d):
    return B * np.exp(b * d)


def total(d):
    return missing(d) + merging(d)


d_best = optimum_formula(A, B, a, b)
d_equal = np.log(A / B) / (a + b)
s_best = total(d_best)
assert abs(find_minimum(total, 15, 32) - d_best) < 1e-5
assert d_miss < d_best < d_merge
window_low = brentq(lambda d: total(d) / s_best - 2, d_best - 5, d_best)
window_high = brentq(lambda d: total(d) / s_best - 2, d_best, d_best + 5)
quadratic_half = np.sqrt(2 / (a * b))

# A merge counted as two lost contacts.
merge_cost = 2.0
d_cost = find_minimum(lambda d: missing(d) + merge_cost * merging(d), 15, 32)
ratio_cost = missing(d_cost) / merging(d_cost)
assert abs(ratio_cost - merge_cost * b / a) < 1e-4
assert abs(d_cost - d_best + np.log(merge_cost) / (a + b)) < 1e-5

# Extra Gaussian spread of the mean diameter, averaged by quadrature.
spread = 0.5
nodes, weights = np.polynomial.hermite.hermgauss(50)


def averaged(rate, d):
    return weights @ rate(d + np.sqrt(2) * spread * nodes) / np.sqrt(np.pi)


d_spread = find_minimum(lambda d: averaged(total, d), 15, 32)
growth_spread = averaged(total, d_spread) / s_best
ratio_spread = averaged(missing, d_spread) / averaged(merging, d_spread)
factor_miss = averaged(missing, d_best) / missing(d_best)
factor_merge = averaged(merging, d_best) / merging(d_best)
assert abs(d_spread - d_best - (a - b) * spread**2 / 2) < 1e-5
assert abs(growth_spread - np.exp(a * b * spread**2 / 2)) < 1e-7
assert abs(ratio_spread - b / a) < 1e-4
assert abs(factor_miss - np.exp(a**2 * spread**2 / 2)) < 1e-8
assert abs(factor_merge - np.exp(b**2 * spread**2 / 2)) < 1e-8

# Bent log rates: Gaussian tails matched in value and slope at the anchors.
z_miss, z_merge = norm.isf(rate_miss), norm.isf(rate_merge)
width_miss = norm.pdf(z_miss) / rate_miss / a
width_merge = norm.pdf(z_merge) / rate_merge / b


def bent_missing(d):
    return norm.sf(z_miss + (d - d_miss) / width_miss)


def bent_merging(d):
    return norm.sf(z_merge - (d - d_merge) / width_merge)


def log_slope(rate, d, h=1e-4):
    return np.log(rate(d + h) / rate(d - h)) / (2 * h)


assert abs(log_slope(bent_missing, d_miss) + a) < 1e-5
assert abs(log_slope(bent_merging, d_merge) - b) < 1e-5
d_bent = find_minimum(lambda d: bent_missing(d) + bent_merging(d), 18, 28)
a_local = -log_slope(bent_missing, d_bent)
b_local = log_slope(bent_merging, d_bent)
ratio_bent = bent_missing(d_bent) / bent_merging(d_bent)
s_bent = bent_missing(d_bent) + bent_merging(d_bent)
assert abs(ratio_bent / (b_local / a_local) - 1) < 1e-4

# Diameter-independent defect floor.
floor = 1e-10
d_floor = find_minimum(lambda d: total(d) + floor, 15, 32)
assert abs(d_floor - d_best) < 1e-5
cost_floor = (total(d_equal) + floor) / (s_best + floor)

# Counting noise at the anchors, and errors of the slopes at fixed anchors.
counts = 100
noise = np.sqrt(2 / counts) / (a + b)
n_miss = rng.poisson(counts, 200000)
n_merge = rng.poisson(counts, 200000)
sampled = optimum_formula(A * n_miss / counts, B * n_merge / counts, a, b)
# Three percent allows for the next order in 1/counts and sampling error.
assert abs(np.std(sampled) / noise - 1) < 0.03


def anchored_optimum(a_try, b_try):
    return find_minimum(
        lambda d: rate_miss * np.exp(-a_try * (d - d_miss))
        + rate_merge * np.exp(b_try * (d - d_merge)), 15, 32)


shift_a = anchored_optimum(1.1 * a, b) - d_best
shift_b = anchored_optimum(a, 1.1 * b) - d_best
overlap = missing(d_best) * merging(d_best) / s_best
per = 1e10

print(f"pitch = {pitch:.1f} nm")
print(f"slopes: a = {a:.2f} /nm, b = {b:.2f} /nm")
print(f"diameter step per decade: missing {np.log(10)/a:.3f} nm, "
      f"merging {np.log(10)/b:.3f} nm")
print(f"missing anchor: {rate_miss:.1e} per contact at {d_miss:.1f} nm")
print(f"merging anchor: {rate_merge:.1e} per contact at {d_merge:.1f} nm")
print(f"prefactors (dimensionless): A = {A:.3e}, B = {B:.3e}")
print(f"optimum diameter = {d_best:.3f} nm")
print(f"gap between holes at optimum = {pitch-d_best:.3f} nm")
print(f"equal-rate diameter = {d_equal:.3f} nm")
print(f"optimum minus equal-rate diameter = {d_best-d_equal:.3f} nm")
print(f"missing rate at optimum = {missing(d_best):.3e} per contact")
print(f"merging rate at optimum = {merging(d_best):.3e} per contact")
print(f"missing/merging ratio at optimum = "
      f"{missing(d_best)/merging(d_best):.4f}")
print(f"total rate at optimum = {s_best:.3e} per contact")
print(f"each rate at equal-rate point = {missing(d_equal):.3e} per contact")
print(f"total at equal-rate point = {total(d_equal):.3e} per contact")
print(f"defects per 1e10 contacts: optimum {per*s_best:.3f}, "
      f"equal rates {per*total(d_equal):.3f}")
print(f"cost factor of equal rates = {total(d_equal)/s_best:.4f}")
for ratio in (0.5, 0.25, 0.1):
    print(f"cost factor of equal rates for b/a = {ratio:.2f}: "
          f"{balance_cost(ratio):.4f}")
print(f"window for total below twice minimum: {window_low:.3f} to "
      f"{window_high:.3f} nm")
print(f"window offsets from optimum: {window_low-d_best:.3f} and "
      f"{window_high-d_best:+.3f} nm")
print(f"quadratic estimate of half window = {quadratic_half:.3f} nm")
print(f"merge cost {merge_cost:.0f}: optimum {d_cost:.3f} nm, "
      f"shift {d_cost-d_best:.3f} nm, event ratio {ratio_cost:.4f}")
print(f"extra diameter spread = {spread:.2f} nm (standard deviation)")
print(f"spread factors at fixed diameter: missing {factor_miss:.3f}, "
      f"merging {factor_merge:.3f}")
print(f"spread: optimum {d_spread:.3f} nm, shift {d_spread-d_best:.3f} nm")
print(f"spread: minimum grows by factor {growth_spread:.3f}, "
      f"averaged ratio {ratio_spread:.4f}")
print(f"Gaussian-tail widths: missing {width_miss:.3f} nm, "
      f"merging {width_merge:.3f} nm")
print(f"bent rates: optimum {d_bent:.3f} nm, shift {d_bent-d_best:.3f} nm")
print(f"bent rates: local slopes a = {a_local:.3f} /nm, "
      f"b = {b_local:.3f} /nm")
print(f"bent rates: ratio {ratio_bent:.4f}, total {s_bent:.3e} per contact")
print(f"defect floor {floor:.1e} per contact: "
      f"equal-rate cost factor {cost_floor:.4f}")
print(f"overlap term relative to total = {overlap:.2e}")
print(f"contacts inspected for {counts} counts: missing anchor "
      f"{counts/rate_miss:.1e}, merging anchor {counts/rate_merge:.1e}")
print(f"counting noise of optimum = {noise:.3f} nm (standard deviation)")
print(f"shift of optimum for +10 % in a: {shift_a:.3f} nm")
print(f"shift of optimum for +10 % in b: {shift_b:.3f} nm")
print("all good")
```

Printed output:

```
pitch = 40.0 nm
slopes: a = 2.40 /nm, b = 1.20 /nm
diameter step per decade: missing 0.959 nm, merging 1.919 nm
missing anchor: 1.0e-07 per contact at 20.0 nm
merging anchor: 1.0e-08 per contact at 26.0 nm
prefactors (dimensionless): A = 7.017e+13, B = 2.818e-22
optimum diameter = 22.832 nm
gap between holes at optimum = 17.168 nm
equal-rate diameter = 22.640 nm
optimum minus equal-rate diameter = 0.193 nm
missing rate at optimum = 1.117e-10 per contact
merging rate at optimum = 2.234e-10 per contact
missing/merging ratio at optimum = 0.5000
total rate at optimum = 3.351e-10 per contact
each rate at equal-rate point = 1.773e-10 per contact
total at equal-rate point = 3.546e-10 per contact
defects per 1e10 contacts: optimum 3.351, equal rates 3.546
cost factor of equal rates = 1.0583
cost factor of equal rates for b/a = 0.50: 1.0583
cost factor of equal rates for b/a = 0.25: 1.2126
cost factor of equal rates for b/a = 0.10: 1.4748
window for total below twice minimum: 22.152 to 23.731 nm
window offsets from optimum: -0.680 and +0.899 nm
quadratic estimate of half window = 0.833 nm
merge cost 2: optimum 22.640 nm, shift -0.193 nm, event ratio 1.0000
extra diameter spread = 0.50 nm (standard deviation)
spread factors at fixed diameter: missing 2.054, merging 1.197
spread: optimum 22.982 nm, shift 0.150 nm
spread: minimum grows by factor 1.433, averaged ratio 0.5000
Gaussian-tail widths: missing 2.241 nm, merging 4.817 nm
bent rates: optimum 22.721 nm, shift -0.111 nm
bent rates: local slopes a = 2.928 /nm, b = 1.338 /nm
bent rates: ratio 0.4570, total 2.272e-10 per contact
defect floor 1.0e-10 per contact: equal-rate cost factor 1.0449
overlap term relative to total = 7.45e-11
contacts inspected for 100 counts: missing anchor 1.0e+09, merging anchor 1.0e+10
counting noise of optimum = 0.039 nm (standard deviation)
shift of optimum for +10 % in a: -0.152 nm
shift of optimum for +10 % in b: 0.077 nm
all good
```
